# Harrison's construction: counting Fermi spheres to fill the bands of trivalent fcc: test program

```python
"""
Harrison construction for free electrons in an fcc crystal.

Result under test: if k lies inside n Fermi spheres centred on reciprocal
lattice points G, bands 1..n are occupied at k. For three electrons per atom
band 1 is full, band 5 is empty, and bands 2 to 4 together hold one electron.

Symbols: wave vectors in 2*pi/a; energies in E0 = hbar^2 (2 pi/a)^2 / (2 m);
Z = electrons per atom (one atom per primitive cell); kf = Fermi radius;
f[m-1] = fraction of the zone occupied in band m; electrons in band m = 2 f;
delta = kf^2 - |W|^2 = depth of the fourth-band pocket at the corner W.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import Voronoi

rng = np.random.default_rng(12345)
direct = np.array([[0, .5, .5], [.5, 0, .5], [.5, .5, 0]])   # in units of a
recip = np.linalg.inv(direct).T                            # in units of 2 pi/a
omega = abs(np.linalg.det(recip))
indices = np.array(list(itertools.product(range(-3, 4), repeat=3)))
lattice = np.rint(indices @ recip)
corners = np.array(list(itertools.product((0, 1), repeat=3)))


def fermi_radius(valence):
    return (3 * valence * omega / (8 * np.pi)) ** (1 / 3)


def sphere_count(k, radius):
    return int(np.sum(np.sum((lattice - k) ** 2, axis=1) < radius ** 2))


def grid_fractions(radius, n):
    """Midpoint grid over a primitive cell, using only its eight corners."""
    t = (np.arange(n) + 0.5) / n
    t2, t3 = np.meshgrid(t, t, indexing="ij")
    metric = recip @ recip.T
    totals = np.zeros(5)
    for t1 in t:
        count = np.zeros((n, n), dtype=int)
        for m1, m2, m3 in corners:
            u, v, w = t1 - m1, t2 - m2, t3 - m3
            dist2 = (metric[0, 0] * u * u + metric[1, 1] * v * v
                     + metric[2, 2] * w * w + 2 * metric[0, 1] * u * v
                     + 2 * metric[0, 2] * u * w + 2 * metric[1, 2] * v * w)
            count += dist2 < radius ** 2
        totals += [np.sum(count >= m) for m in range(1, 6)]
    return totals / n ** 3


Z = 3
kf = fermi_radius(Z)
W = np.array([1, 0.5, 0])
delta = kf ** 2 - W @ W

# Only the eight cell corners can hold spheres that contain a point of the cell
for t in rng.random((2000, 3)):
    k = t @ recip
    near_count = np.sum(np.sum((corners @ recip - k) ** 2, axis=1) < kf ** 2)
    assert near_count == sphere_count(k, kf)


# Occupied bands from a real-space Bloch problem (fourth-order differences)
def bloch_levels(k, n=8):
    eye = np.eye(n)
    first, second = [], []
    for axis, t in enumerate(direct @ k):
        s = np.eye(n, k=1, dtype=complex)
        s[n - 1, 0] = np.exp(2j * np.pi * t)
        b = s.conj().T
        d1 = (-s @ s + 8 * s - 8 * b + b @ b) * n / 12
        d2 = (-s @ s + 16 * s - 30 * eye + 16 * b - b @ b) * n ** 2 / 12
        for store, d in ((first, d1), (second, d2)):
            parts = [eye, eye, eye]
            parts[axis] = d
            store.append(np.kron(np.kron(parts[0], parts[1]), parts[2]))
    metric = recip @ recip.T
    lap = sum(metric[i, i] * second[i] for i in range(3))
    for i, j in ((0, 1), (0, 2), (1, 2)):
        lap = lap + 2 * metric[i, j] * (first[i] @ first[j])
    return np.linalg.eigvalsh(-lap / (4 * np.pi ** 2))


named = {"Gamma": np.zeros(3), "X": np.array([1., 0, 0]),
         "L": np.array([.5, .5, .5]), "K": np.array([.75, .75, 0]), "W": W}
test_points = list(named.values())
while len(test_points) < 11:
    k = rng.random(3) @ recip
    energies = np.sum((lattice - k) ** 2, axis=1)
    if np.min(abs(energies - kf ** 2)) > 0.03:   # beyond discretization error
        test_points.append(k)
for k in test_points:
    assert np.sum(bloch_levels(k) < kf ** 2) == sphere_count(k, kf)

# The farthest corner of the first zone, from a Voronoi construction
voronoi = Voronoi(lattice)
origin = int(np.argmin(np.sum(lattice ** 2, axis=1)))
zone = voronoi.vertices[voronoi.regions[voronoi.point_region[origin]]]
zone_reach = np.max(np.linalg.norm(zone, axis=1))
assert abs(zone_reach - np.linalg.norm(W)) < 1e-9 and zone_reach < kf
z_critical = 8 * np.pi / (3 * omega) * (W @ W) ** 1.5
assert sphere_count(W, fermi_radius(z_critical - 0.01)) == 0
assert sphere_count(W, fermi_radius(z_critical + 0.01)) == 4

# Sets of spheres that overlap pairwise and include the central sphere
norms = np.linalg.norm(lattice, axis=1)
near = lattice[(norms > 0) & (norms < 2 * kf)]


def overlapping_sets(size):
    return [c for c in itertools.combinations(near, size - 1)
            if all(np.linalg.norm(p - q) < 2 * kf
                   for p, q in itertools.combinations(c, 2))]


quadruples = overlapping_sets(4)
pockets = len(quadruples) / 4
assert len(overlapping_sets(5)) == 0
assert pockets == 6
for c in quadruples:          # each set surrounds one zone corner
    centre = np.linalg.solve(2 * np.array(c), np.sum(np.array(c) ** 2, axis=1))
    assert abs(np.linalg.norm(centre) - zone_reach) < 1e-9


# Pair overlaps
def lens(d):
    return np.pi * (4 * kf + d) * (2 * kf - d) ** 2 / 12


for d in (np.sqrt(3), 2.0):
    def section(x):
        return np.pi * max(0, min(kf ** 2 - x ** 2, kf ** 2 - (x - d) ** 2))
    numeric = quad(section, d - kf, kf, points=[d / 2])[0]
    assert abs(numeric - lens(d)) < 1e-9
pair_sum = (4 * lens(np.sqrt(3)) + 3 * lens(2.0)) / omega


# Volume of one fourth-band pocket: height along y integrated over x and z
def height(x, z):
    r2 = x * x + z * z - delta
    return np.sqrt(.25 - r2 - 2 * x) + np.sqrt(.25 - r2 - 2 * z) - 1


nodes, weights = np.polynomial.legendre.leggauss(20)
nodes, weights = (nodes + 1) / 2, weights / 2
x_max = brentq(lambda x: height(x, 0), 0, delta, xtol=1e-15)
pocket_volume = 0.0
for s, weight in zip(nodes, weights):
    x = s * x_max
    z_max = brentq(lambda z: height(x, z), 0, delta, xtol=1e-15)
    inner = z_max * np.sum(weights * height(x, z_max * nodes))
    pocket_volume += 4 * weight * x_max * inner

samples = 2_000_000
q = rng.uniform(-delta, delta, (samples, 3))
inside = np.zeros(samples, dtype=int)
for g in lattice[np.linalg.norm(lattice - W, axis=1) < 2]:
    inside += np.sum((q + W - g) ** 2, axis=1) < kf ** 2
sampled_volume = np.mean(inside >= 4) * (2 * delta) ** 3
assert abs(sampled_volume / pocket_volume - 1) < 0.01   # about six sigma
leading_f4 = 8 * delta ** 3 / omega

# Band fractions from the sum rule, pair overlaps and the pocket volume
f4 = pockets * pocket_volume / omega
assert abs(leading_f4 / f4 - 1) < 5 * delta
f3 = pair_sum - 0.5 - 2 * f4
f2 = 0.5 - f3 - f4
fractions = np.array([1.0, f2, f3, f4, 0.0])

# The counting algorithm on successively finer grids
grids = {n: grid_fractions(kf, n) for n in (20, 40, 80, 160)}
for result in grids.values():
    assert result[0] == 1 and result[4] == 0
finest = grids[160]
assert np.max(abs(finest - fractions)) < 5e-4   # surface error of the grid
assert abs(2 * np.sum(finest[1:4]) - 1) < 1e-3

# Extended zones: one sphere cut by Bragg planes
directions = rng.normal(size=(samples, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
points = directions * (kf * rng.random(samples) ** (1 / 3))[:, None]
zone_index = np.ones(samples, dtype=int)
for g in near:
    zone_index += points @ g > g @ g / 2
extended = np.array([np.mean(zone_index == m) for m in range(1, 6)]) * Z / 2
share = fractions / (Z / 2)
sigma = Z / 2 * np.sqrt(share * (1 - share) / samples)
assert np.all(abs(extended - fractions) <= 5 * sigma + 1e-12)

# Divalent crystal: the first band is not full
kf_two = fermi_radius(2)
divalent = grid_fractions(kf_two, 80)
upper_two = 2 * np.sum(divalent[1:])
assert divalent[0] < 0.99 and upper_two > 0.02
assert abs(upper_two - (2 - 2 * divalent[0])) < 4e-3

# Four waves near W with a weak potential U111 and U200 = 0
four = lattice[np.linalg.norm(lattice - W, axis=1) < kf]
difference2 = np.sum((four[:, None] - four[None]) ** 2, axis=2)
coupling = (abs(difference2 - 3) < 1e-9).astype(float)
u_threshold = delta / 2
trial = np.vstack([np.zeros(3), rng.uniform(-2 * delta, 2 * delta, (20000, 3))])
diagonal = np.sum((trial[:, None] + W - four[None]) ** 2, axis=2)
for sign in (-1, 1):
    for factor, survives in ((0.9, True), (1.1, False)):
        h = diagonal[:, :, None] * np.eye(4)
        h = h + sign * factor * u_threshold * coupling
        lowest_top = np.min(np.linalg.eigvalsh(h)[:, -1])
        assert (lowest_top < kf ** 2) == survives

# Worked example
a = 4.0e-10
e0 = (const.hbar * 2 * np.pi / a) ** 2 / (2 * const.m_e) / const.e
print(f"lattice constant a = {a * 1e10:.2f} angstrom")
print(f"electrons per atom Z = {Z}")
print(f"zone volume = {omega:.4f} (2pi/a)^3")
print(f"Fermi radius kF = {kf:.5f} (2pi/a)")
print(f"Fermi radius kF = {kf * 2 * np.pi / (a * 1e10):.4f} 1/angstrom")
print(f"energy unit E0 = {e0:.4f} eV")
print(f"Fermi energy = {kf ** 2:.5f} E0")
print(f"Fermi energy = {kf ** 2 * e0:.3f} eV")
print(f"distance Gamma-W = {zone_reach:.5f} (2pi/a)")
print(f"critical valence for full band 1 = {z_critical:.4f}")
print(f"index bound kF/sqrt(2) = {kf / np.sqrt(2):.4f}")
print(f"twice the Fermi radius = {2 * kf:.4f} (2pi/a)")
for name, k in named.items():
    print(f"spheres containing {name} = {sphere_count(k, kf)}")
print(f"lens volume, d = sqrt(3): {lens(np.sqrt(3)):.6f} (2pi/a)^3")
print(f"lens volume, d = 2: {lens(2.0):.6f} (2pi/a)^3")
print(f"pair sum f2+2f3+3f4 = {pair_sum:.6f}")
print(f"pocket depth delta = {delta:.6f} E0")
print(f"pocket depth = {delta * e0:.4f} eV")
print(f"inequivalent W pockets = {pockets:.0f}")
print(f"one pocket volume = {pocket_volume:.4e} (2pi/a)^3")
print(f"same, random sampling = {sampled_volume:.4e} (2pi/a)^3")
print(f"leading estimate of f4 = {leading_f4:.4e}")
for m in range(1, 5):
    f = fractions[m - 1]
    print(f"band {m}: fraction {f:.4e}, volume {f * omega:.4e} (2pi/a)^3")
for m in range(1, 5):
    print(f"band {m}: electrons per atom = {2 * fractions[m - 1]:.4e}")
print(f"holes in band 2 = {2 * (1 - f2):.5f} per atom")
for n, r in grids.items():
    print(f"grid {n}^3: f2 {r[1]:.6f}, f3 {r[2]:.6f}, f4 {r[3]:.3e}")
for n, r in grids.items():
    print(f"grid {n}^3: electrons in bands 2-4 = {2 * sum(r[1:4]):.6f}")
print(f"extended zones: f2 {extended[1]:.5f}, f3 {extended[2]:.5f}")
print(f"divalent: Fermi radius = {kf_two:.5f} (2pi/a)")
print(f"divalent: electrons in band 1 = {2 * divalent[0]:.4f}")
print(f"divalent: electrons above band 1 = {upper_two:.4f}")
print(f"|U111| removing the pocket = {u_threshold * e0:.4f} eV")
print("no test failed")
```

Output:

```
lattice constant a = 4.00 angstrom
electrons per atom Z = 3
zone volume = 4.0000 (2pi/a)^3
Fermi radius kF = 1.12725 (2pi/a)
Fermi radius kF = 1.7707 1/angstrom
energy unit E0 = 9.4008 eV
Fermi energy = 1.27070 E0
Fermi energy = 11.946 eV
distance Gamma-W = 1.11803 (2pi/a)
critical valence for full band 1 = 2.9270
index bound kF/sqrt(2) = 0.7971
twice the Fermi radius = 2.2545 (2pi/a)
spheres containing Gamma = 1
spheres containing X = 2
spheres containing L = 2
spheres containing K = 3
spheres containing W = 4
lens volume, d = sqrt(3): 0.445985 (2pi/a)^3
lens volume, d = 2: 0.110375 (2pi/a)^3
pair sum f2+2f3+3f4 = 0.528766
pocket depth delta = 0.020696 E0
pocket depth = 0.1946 eV
inequivalent W pockets = 6
one pocket volume = 1.1355e-05 (2pi/a)^3
same, random sampling = 1.1342e-05 (2pi/a)^3
leading estimate of f4 = 1.7730e-05
band 1: fraction 1.0000e+00, volume 4.0000e+00 (2pi/a)^3
band 2: fraction 4.7125e-01, volume 1.8850e+00 (2pi/a)^3
band 3: fraction 2.8732e-02, volume 1.1493e-01 (2pi/a)^3
band 4: fraction 1.7033e-05, volume 6.8132e-05 (2pi/a)^3
band 1: electrons per atom = 2.0000e+00
band 2: electrons per atom = 9.4250e-01
band 3: electrons per atom = 5.7465e-02
band 4: electrons per atom = 3.4066e-05
holes in band 2 = 1.05750 per atom
grid 20^3: f2 0.470250, f3 0.025500, f4 0.000e+00
grid 40^3: f2 0.472219, f3 0.027844, f4 0.000e+00
grid 80^3: f2 0.470988, f3 0.028758, f4 2.344e-05
grid 160^3: f2 0.471258, f3 0.028709, f4 1.172e-05
grid 20^3: electrons in bands 2-4 = 0.991500
grid 40^3: electrons in bands 2-4 = 1.000125
grid 80^3: electrons in bands 2-4 = 0.999539
grid 160^3: electrons in bands 2-4 = 0.999958
extended zones: f2 0.47231, f3 0.02844
divalent: Fermi radius = 0.98475 (2pi/a)
divalent: electrons in band 1 = 1.8327
divalent: electrons above band 1 = 0.1669
|U111| removing the pocket = 0.0973 eV
no test failed
```
